# Normal and specific mass shifts of the helium 1083 nm line: test program

```python
"""
Isotope shift of the helium 1083 nm line (2 3S - 2 3P), helium-4 minus helium-3.
Result under test, to first order in x = m_e / M_nucleus:
    nu4 - nu3 = (x3 - x4) * [ nu + (K_S - K_P) * E_h/h ]
nu  : line frequency;  K_S, K_P : <p1.p2> of 2 3S and 2 3P in atomic units.
First term: normal shift. Second term: specific shift (mass polarization).
Independent road: variational two-electron states with explicit r12, and
diagonalization of the Hamiltonian at both finite nuclear masses.
Atomic units inside the program unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh

CUTOFF = 1e-11   # overlap eigenvalues below this are discarded


def triangle_grid(decay1, decay2, n=12):
    """Quadrature for integrands polynomial * exp(-decay1*r1 - decay2*r2).

    u = r2+r12-r1, v = r1+r12-r2, w = r1+r2-r12 each run from 0 to infinity.
    Constant factors common to all integrals are dropped.
    """
    t, weight = np.polynomial.laguerre.laggauss(n)
    weight = weight * np.exp(t)
    rates = (decay2 / 2, decay1 / 2, (decay1 + decay2) / 2)
    u, v, w = [g.ravel() for g in np.meshgrid(
        *[t / rate for rate in rates], indexing="ij")]
    wu, wv, ww = [g.ravel() for g in np.meshgrid(
        *[weight / rate for rate in rates], indexing="ij")]
    r1, r2, r12 = (v + w) / 2, (u + w) / 2, (u + v) / 2
    zero = np.zeros_like(r1)
    pos1 = np.array([r1, zero, zero])
    # r2^2 - r12^2 is written as a product to avoid cancellation
    pos2 = np.array([(r1**2 + (w - v) / 2 * (r2 + r12)) / (2 * r1),
                     np.sqrt((u + v + w) * u * v * w) / (2 * r1), zero])
    return pos1, pos2, r1, r2, r12, wu * wv * ww * r1 * r2 * r12


def laguerre(order, x):
    """Laguerre polynomials L_0..L_order and their derivatives at x."""
    values = np.polynomial.laguerre.lagvander(x, order).T
    slopes = np.zeros_like(values)
    slopes[1:] = -np.cumsum(values, axis=0)[:-1]
    return values, slopes


def basis(pos1, pos2, r1, r2, r12, a, b, order, carriers):
    """Values and gradients (first, second argument) of the basis functions.

    Radial part: L_i(b u) L_j(a v) L_k((a+b) w) exp(-a r1 - b r2) with
    i+j+k <= order; it spans all polynomials in r1, r2, r12 of that degree.
    carriers = () gives S states; for P states the radial part multiplies the
    position vector of electron 1 or 2, and summing over its three
    components performs the average over orientations.
    """
    i, j, k = np.array([(i, j, k) for i in range(order + 1)
                        for j in range(order + 1 - i)
                        for k in range(order + 1 - i - j)]).T
    lu, du = laguerre(order, b * (r2 + r12 - r1))
    lv, dv = laguerre(order, a * (r1 + r12 - r2))
    lw, dw = laguerre(order, (a + b) * (r1 + r2 - r12))
    decay = np.exp(-a * r1 - b * r2)
    f = lu[i] * lv[j] * lw[k] * decay
    fu = b * du[i] * lv[j] * lw[k] * decay
    fv = a * lu[i] * dv[j] * lw[k] * decay
    fw = (a + b) * lu[i] * lv[j] * dw[k] * decay
    f1, f2, f12 = -fu + fv + fw - a * f, fu - fv + fw - b * f, fu + fv - fw
    unit12 = (pos1 - pos2) / r12
    g1 = f1[:, None] * (pos1 / r1) + f12[:, None] * unit12
    g2 = f2[:, None] * (pos2 / r2) - f12[:, None] * unit12
    if not carriers:
        return f[:, None], g1[:, None], g2[:, None]
    values, grads1, grads2 = [], [], []
    identity = np.eye(3)[None, :, :, None] * f[:, None, None, :]
    for carrier in carriers:
        vec = pos1 if carrier == 1 else pos2
        values.append(f[:, None] * vec)
        d1 = vec[None, :, None, :] * g1[:, None]
        d2 = vec[None, :, None, :] * g2[:, None]
        grads1.append(d1 + identity if carrier == 1 else d1)
        grads2.append(d2 + identity if carrier == 2 else d2)
    return tuple(np.concatenate(part) for part in (values, grads1, grads2))


def matrices(a, b, order, carriers):
    """Overlap, kinetic, potential and p1.p2 matrices for triplet states."""
    total = [0.0] * 4
    for swapped in (False, True):
        decays = (a + b, a + b) if swapped else (2 * a, 2 * b)
        pos1, pos2, r1, r2, r12, weight = triangle_grid(*decays)
        left = basis(pos1, pos2, r1, r2, r12, a, b, order, carriers)
        right = left
        if swapped:
            val, d2, d1 = basis(pos2, pos1, r2, r1, r12, a, b, order, carriers)
            right = (val, d1, d2)

        def inner(x, y, w):
            return (x * w).reshape(len(x), -1) @ y.reshape(len(y), -1).T

        potential = -2 / r1 - 2 / r2 + 1 / r12
        parts = [inner(left[0], right[0], weight),
                 (inner(left[1], right[1], weight)
                  + inner(left[2], right[2], weight)) / 2,
                 inner(left[0], right[0], weight * potential),
                 inner(left[1], right[2], weight)]
        sign = -1 if swapped else 1
        total = [old + sign * new for old, new in zip(total, parts)]
    scale = 1 / np.sqrt(np.diag(total[0]))
    return [(m + m.T) / 2 * np.outer(scale, scale) for m in total]


def lowest(mats, x=0.0, polarization=True):
    """Lowest energy, <T> and <p1.p2> for electron/nucleus mass ratio x."""
    overlap, kinetic, potential, p1p2 = mats
    s, vectors = eigh(overlap)
    keep = s > CUTOFF
    ortho = vectors[:, keep] / np.sqrt(s[keep])
    h = (1 + x) * kinetic + potential
    if polarization:
        h = h + x * p1p2
    energy, c = eigh(ortho.T @ h @ ortho)
    state = ortho @ c[:, 0]
    return energy[0], state @ kinetic @ state, state @ p1p2 @ state


# Kinetic energy after the change to centre of mass and relative positions
m, M = sp.symbols("m M", positive=True)
jacobian = sp.Matrix([[M / (M + 2 * m), m / (M + 2 * m), m / (M + 2 * m)],
                      [-1, 1, 0], [-1, 0, 1]])
inverse_mass = jacobian * sp.diag(1 / M, 1 / m, 1 / m) * jacobian.T
claimed = sp.Matrix([[1 / (M + 2 * m), 0, 0],
                     [0, 1 / m + 1 / M, 1 / M],
                     [0, 1 / M, 1 / m + 1 / M]])
assert (inverse_mass - claimed).applyfunc(sp.simplify) == sp.zeros(3, 3)

# Inputs of the exercise
K_S, K_P, wavelength_nm = 0.00744, -0.06457, 1083.0
hartree_GHz = const.value("hartree-hertz relationship") / 1e9
ratio3 = const.value("helion-electron mass ratio")
ratio4 = const.value("alpha particle-electron mass ratio")
x3, x4 = 1 / ratio3, 1 / ratio4
dx = x3 - x4
line_GHz = const.c / (wavelength_nm * 1e-9) / 1e9

# First-order split
normal = dx * line_GHz
specific_S = dx * K_S * hartree_GHz
specific_P = dx * K_P * hartree_GHz
specific = specific_S - specific_P
total = normal + specific
assert round(normal, 1) == 12.4 and round(specific, 1) == 21.3
assert abs(total - 33.67) < 0.01

# Variational states: exponents from a small scan, then two basis sizes
carriers_of = {"S": (), "P": (2, 1)}
mats, result, exponents, change, dropped = {}, {}, {}, {}, {}
for name, carriers in carriers_of.items():
    scan = [(lowest(matrices(a, b, 4, carriers))[0], a, b)
            for a in (2.0, 2.3) for b in (0.6, 0.75, 0.9, 1.05)]
    a, b = exponents[name] = min(scan)[1:]
    small = lowest(matrices(a, b, 6, carriers))
    mats[name] = matrices(a, b, 7, carriers)
    result[name] = lowest(mats[name])
    change[name] = small[0] - result[name][0]
    dropped[name] = int(np.sum(eigh(mats[name][0])[0] <= CUTOFF))
    assert abs(change[name]) < 1e-6, (name, change[name], a, b)
    assert abs(small[2] - result[name][2]) < 5e-6, (name, small, result[name])
    # virial theorem
    assert abs(result[name][1] + result[name][0]) < 1e-5, (name, result[name])
E_S, T_S, K_S_calc = result["S"]
E_P, T_P, K_P_calc = result["P"]
assert abs(K_S_calc - K_S) < 1e-5 and abs(K_P_calc - K_P) < 1e-5
calc_GHz = (E_P - E_S) * hartree_GHz
calc_nm = const.c / (calc_GHz * 1e9) * 1e9
assert abs(calc_nm - wavelength_nm) < 1.0


# Diagonalization at finite nuclear mass, without and with p1.p2/M
def frequency(x, polarization):
    upper = lowest(mats["P"], x, polarization)[0]
    lower = lowest(mats["S"], x, polarization)[0]
    return (upper - lower) * hartree_GHz


full_normal = frequency(x4, False) - frequency(x3, False)
full_total = frequency(x4, True) - frequency(x3, True)
full_specific = full_total - full_normal
# tolerances cover terms of order x^2 and the rounding of the wavelength
assert abs(full_normal - normal) < 0.02
assert abs(full_specific - specific) < 0.03
assert abs(full_total - total) < 0.03

# Antisymmetrized orbital products: closed formula against quadrature
orb_a, orb_b = 2.0, 0.5
K_orbital = -64 * orb_a**5 * orb_b**5 / (orb_a + orb_b)**8
K_1s2p = lowest(matrices(orb_a, orb_b, 0, (2,)))[2]
K_ss = lowest(matrices(orb_a, orb_b, 0, ()))[2]
assert abs(K_1s2p - K_orbital) < 1e-9
assert abs(K_ss) < 1e-9

recoil_scale = const.fine_structure**2 * dx * hartree_GHz
print(f"Nuclear mass, helium-3: {ratio3:.4f} electron masses")
print(f"Nuclear mass, helium-4: {ratio4:.4f} electron masses")
print(f"x3 = m/M3: {x3:.6e}")
print(f"x4 = m/M4: {x4:.6e}")
print(f"x3 - x4: {dx:.6e}")
print(f"Hartree frequency E_h/h: {hartree_GHz:.1f} GHz")
print(f"(x3 - x4) E_h/h: {dx * hartree_GHz:.3f} GHz")
print(f"Wavelength used: {wavelength_nm:.0f} nm")
print(f"Line frequency c/lambda: {line_GHz:.0f} GHz")
print(f"Given K of 2 3S: {K_S:.5f} a.u.")
print(f"Given K of 2 3P: {K_P:.5f} a.u.")
print(f"K_S - K_P: {K_S - K_P:.5f} a.u.")
print(f"Normal shift, nu4 - nu3: {normal:.3f} GHz")
print(f"Specific level shift E3 - E4, 2 3S: {specific_S:.3f} GHz")
print(f"Specific level shift E3 - E4, 2 3P: {specific_P:.3f} GHz")
print(f"Specific shift, nu4 - nu3: {specific:.3f} GHz")
print(f"Sum of both parts: {total:.3f} GHz")
print(f"Specific share of the sum: {100 * specific / total:.1f} percent")
print("Variational check, infinite nuclear mass:")
for name in ("S", "P"):
    a, b = exponents[name]
    print(f"2 3{name} basis: {len(mats[name][0])} functions, "
          f"{dropped[name]} directions discarded")
    print(f"2 3{name} exponents: {a:.2f}, {b:.2f} per bohr")
    print(f"2 3{name} energy change, order 6 to 7: "
          f"{-change[name]:.1e} hartree")
print(f"Energy 2 3S: {E_S:.6f} hartree")
print(f"Energy 2 3P: {E_P:.6f} hartree")
print(f"<T> of 2 3S: {T_S:.6f} hartree")
print(f"<T> of 2 3P: {T_P:.6f} hartree")
print(f"Computed K of 2 3S: {K_S_calc:.5f} a.u.")
print(f"Computed K of 2 3P: {K_P_calc:.5f} a.u.")
print(f"Computed line frequency: {calc_GHz:.0f} GHz")
print(f"Computed wavelength: {calc_nm:.2f} nm")
print("Diagonalization at both finite nuclear masses, nu4 - nu3:")
print(f"Without p1.p2/M (normal): {full_normal:.3f} GHz")
print(f"Change from p1.p2/M (specific): {full_specific:.3f} GHz")
print(f"Total: {full_total:.3f} GHz")
print(f"First-order sum minus this total: {total - full_total:.3f} GHz")
print(f"Orbital exponents a, b: {orb_a:.1f}, {orb_b:.1f} per bohr")
print(f"K of 1s2p triplet product, formula: {K_orbital:.5f} a.u.")
print(f"K of 1s2p triplet product, quadrature: {K_1s2p:.5f} a.u.")
print(f"|K| of triplet product of two s orbitals: {abs(K_ss):.5f} a.u.")
print(f"Scale alpha^2 (x3 - x4) E_h/h: {recoil_scale:.3f} GHz")
print("all good")
```

Printed output:

```
Nuclear mass, helium-3: 5495.8853 electron masses
Nuclear mass, helium-4: 7294.2995 electron masses
x3 = m/M3: 1.819543e-04
x4 = m/M4: 1.370934e-04
x3 - x4: 4.486095e-05
Hartree frequency E_h/h: 6579683.9 GHz
(x3 - x4) E_h/h: 295.171 GHz
Wavelength used: 1083 nm
Line frequency c/lambda: 276817 GHz
Given K of 2 3S: 0.00744 a.u.
Given K of 2 3P: -0.06457 a.u.
K_S - K_P: 0.07201 a.u.
Normal shift, nu4 - nu3: 12.418 GHz
Specific level shift E3 - E4, 2 3S: 2.196 GHz
Specific level shift E3 - E4, 2 3P: -19.059 GHz
Specific shift, nu4 - nu3: 21.255 GHz
Sum of both parts: 33.674 GHz
Specific share of the sum: 63.1 percent
Variational check, infinite nuclear mass:
2 3S basis: 120 functions, 2 directions discarded
2 3S exponents: 2.00, 0.75 per bohr
2 3S energy change, order 6 to 7: -3.3e-08 hartree
2 3P basis: 240 functions, 1 directions discarded
2 3P exponents: 2.00, 0.75 per bohr
2 3P energy change, order 6 to 7: -1.4e-07 hartree
Energy 2 3S: -2.175229 hartree
Energy 2 3P: -2.133164 hartree
<T> of 2 3S: 2.175229 hartree
<T> of 2 3P: 2.133163 hartree
Computed K of 2 3S: 0.00744 a.u.
Computed K of 2 3P: -0.06457 a.u.
Computed line frequency: 276776 GHz
Computed wavelength: 1083.16 nm
Diagonalization at both finite nuclear masses, nu4 - nu3:
Without p1.p2/M (normal): 12.413 GHz
Change from p1.p2/M (specific): 21.257 GHz
Total: 33.669 GHz
First-order sum minus this total: 0.004 GHz
Orbital exponents a, b: 2.0, 0.5 per bohr
K of 1s2p triplet product, formula: -0.04194 a.u.
K of 1s2p triplet product, quadrature: -0.04194 a.u.
|K| of triplet product of two s orbitals: 0.00000 a.u.
Scale alpha^2 (x3 - x4) E_h/h: 0.016 GHz
all good
```
